# LS-to-jj frame transformation for Rydberg levels of argon-like atoms

Before computing the $s$ and $d$ Rydberg levels of an atom with a $p^5$ ion core one must decide what to calculate near the ion. With $s$–$d$ mixing neglected, a fit in $jj$ coupling needs a symmetric reaction matrix for each $l$ and total $J$. The $s$ blocks have 1, 2 and 1 channels and the $d$ blocks 1, 3, 4, 3 and 1, giving $5+24=29$ independent elements in all. If the frame transformation holds, eight nonrelativistic quantum defects and the measured or computed ion splitting replace them. The theorem below says when this is allowed.

## Setting and assumptions

Hartree atomic units are used. The core is $p^5\,{}^2P$, with $L_c=1$, $S_c=\tfrac12$ and $J_c=\tfrac32,\tfrac12$. The outer electron has orbital momentum $l$, spin $s=\tfrac12$ and total momentum $j$. Label the two coupling schemes by

$$\alpha=(L,S),\qquad i=(J_c,j),$$

both at fixed $l$ and $J$. The assumptions are:

1. Inside a radius $r_0$ the electron–ion interaction conserves $L$, $S$ and $l$. Each $\alpha$ has a defect $\mu_\alpha$, smooth in energy and positive for attraction.
2. Outside $r_0$ the electron sees $-1/r$ and its centrifugal term. The ion state $J_c$ fixes the threshold $I_i$.
3. Spin-orbit coupling of the outer electron and long-range multipoles are neglected.
4. The ion splitting $\Delta=I_{1/2}-I_{3/2}>0$ has little effect on the motion inside $r_0$. All channels are closed, with $E=I_i-1/(2\nu_i^2)$.

**Theorem.** To leading order in the short-range effect of $\Delta$, but with $\Delta$ kept in full outside $r_0$, the bound levels satisfy

$$\det\left[U_{i\alpha}\sin\pi(\nu_i+\mu_\alpha)\right]=0, \tag{1}$$

$$U_{i\alpha}=\sqrt{(2L+1)(2S+1)(2J_c+1)(2j+1)}\begin{Bmatrix}L_c&l&L\\S_c&s&S\\J_c&j&J\end{Bmatrix}. \tag{2}$$

## Lemma 1: the ion doublet

Within ${}^2P$ the ion spin-orbit operator is proportional to $\mathbf L_c\cdot\mathbf S_c$. To find the sign, take the state $M_L=1$, $M_S=\tfrac12$. It lacks the electron with $m=-1$, $m_s=-\tfrac12$, for which $\langle\mathbf l\cdot\mathbf s\rangle=+\tfrac12$. A filled shell sums to zero, so the remaining five electrons give $-\tfrac12$, whereas $\langle\mathbf L_c\cdot\mathbf S_c\rangle=+\tfrac12$. The coefficient is therefore negative: $H_{so}=-a\,\mathbf L_c\cdot\mathbf S_c$ with $a>0$.

From $\mathbf J_c^2=(\mathbf L_c+\mathbf S_c)^2$,

$$\mathbf L_c\cdot\mathbf S_c=\tfrac12\left[J_c(J_c+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12,&J_c=\tfrac32\\-1,&J_c=\tfrac12.\end{cases}$$

The splitting is $a+a/2=\Delta$, so $a=2\Delta/3$ and

$$I_{3/2}=-\Delta/3,\qquad I_{1/2}=2\Delta/3 .$$

Since $4(-\Delta/3)+2(2\Delta/3)=0$, energies are measured from the statistical barycentre. ∎

## Lemma 2: little phase is gained near the ion

With $k=\sqrt{2(\varepsilon+1/r)}$ one has $\partial k/\partial\varepsilon=1/k$. Near threshold, an energy change $\Delta$ alters the phase accumulated inside $r_0$ by

$$\delta\phi\simeq\Delta\int_0^{r_0}\sqrt{\frac r2}\,dr=\frac{\sqrt2}{3}r_0^{3/2}\Delta. \tag{3}$$

This semiclassical estimate is for $l=0$ in a pure Coulomb field. For an $s$ electron the extra core attraction shortens the time inside. For $l>0$ the slow motion near the inner turning point can lengthen it, so (3) gives only the scale of the effect. For $\Delta=0.005$ and $r_0=4$ it gives $0.0189$ rad; integrating the full difference of $k$ gives $0.0188$ rad. ∎

Over the whole orbit the situation differs. Since $\nu=[2(I-E)]^{-1/2}$, we have $d\nu/dE=\nu^3$, and the phase difference between channels is about $\pi\nu^3\Delta$ while $\Delta$ is small compared with the binding energy. For this $\Delta$, the exact difference $\nu_{3/2}-\nu_{1/2}$ reaches one, a phase difference of $\pi$, near $\nu_{3/2}=6.4$. Hence $\Delta$ may be ignored inside but not outside.

## Lemma 3: recoupling

The element $U_{i\alpha}$ is the overlap of $|((L_cS_c)J_c,(ls)j)J\rangle$ with $|((L_cl)L,(S_cs)S)J\rangle$. It does not depend on $M$, because $J_\pm$ acts identically on both sets. The $9j$ symbol is defined as this overlap divided by the square root in (2). Both sets are orthonormal bases of the same space, so $U$ is real orthogonal and

$$|\alpha\rangle=\sum_i|i\rangle U_{i\alpha}.$$

For a singlet, $\langle\mathbf L_c\cdot\mathbf S_c\rangle=0$, because the vector operator $\mathbf S_c$ has no matrix element between two $S=0$ states. If $w$ is its weight on $J_c=\tfrac32$, Lemma 1 gives $\tfrac12w-(1-w)=0$, hence $w=\tfrac23$. ∎

## Lemma 4: the growing part of a Coulomb wave

Put $\beta=\pi(\nu-l)$ and $z=2r/\nu$. The regular solution is

$$f=C\,r^{l+1}e^{-r/\nu}M(l+1-\nu,2l+2,z),$$

with $M$ the confluent hypergeometric function. From $M(a,b,z)\to\Gamma(b)e^zz^{a-b}/\Gamma(a)$ and $1/\Gamma(l+1-\nu)=\Gamma(\nu-l)\sin\beta/\pi$, its growing part is

$$C\left(\frac\nu2\right)^{l+1}(2l+1)!\,\Gamma(\nu-l)\frac{\sin\beta}{\pi}\,e^{z/2}z^{-\nu}.$$

Let $w$ be the decaying solution, $w\to Nz^\nu e^{-z/2}$. At integer $\nu>l$ it is proportional to $f$:

$$w=N(-1)^{\nu-l-1}\frac{(\nu+l)!}{(2l+1)!}z^{l+1}e^{-z/2}M.$$

Choose $N=-C(\nu/2)^{l+1}(2l+1)!/\Gamma(\nu+l+1)$, so that $w=f\cos\beta$ there. With $W(u,v)=uv'-u'v$, the exponentials contribute a factor $-2/\nu$, and

$$W(f,w)=\frac{2C^2}{\pi\nu}\left(\frac\nu2\right)^{2l+2}[(2l+1)!]^2\frac{\Gamma(\nu-l)}{\Gamma(\nu+l+1)}\sin\beta .$$

Fix $C$ by requiring $W(f,w)=(2/\pi)\sin\beta$. Since $\Gamma(\nu+l+1)/\Gamma(\nu-l)=\nu^{2l+1}\prod_{p=1}^l(1-p^2/\nu^2)$,

$$C^2=\frac{2^{2l+2}}{[(2l+1)!]^2}\prod_{p=1}^l\left(1-\frac{p^2}{\nu^2}\right),$$

which is smooth in energy. Now define $g=(w-f\cos\beta)/\sin\beta$. The numerator vanishes at integer $\nu$, so $g$ stays regular, and $W(f,g)=2/\pi$. Semiclassically, let $\phi=\int k\,dr+\pi/4$ be measured from the inner turning point, so that $f\propto\sin\phi$. The phase between the two turning points is $\pi(\nu-l-\tfrac12)$, so matching at the outer one gives $w\propto\sin(\phi-\beta)$. The condition $w=f\cos\beta$ at integer $\nu$ makes the two smoothly varying amplitudes equal. Hence, between the turning points, $g\propto-\cos\phi$ with the amplitude of $f$, and there both depend on energy only through $\phi$ and that amplitude. For $d$ electrons much of the core region lies inside the centrifugal barrier, where this form does not apply. The functions still vary slowly there: between $\nu=3.80$ and $3.56$, the values of $f$ and $g$ at $r=1$ and $r=4$ change by less than 5%.

A defect $\mu$ means $F=f\cos\pi\mu-g\sin\pi\mu\propto\sin(\phi+\pi\mu)$. Its growing part is proportional to $W(F,w)$. With $w=f\cos\beta+g\sin\beta$,

$$W(F,w)=\frac2\pi(\cos\pi\mu\sin\beta+\sin\pi\mu\cos\beta)=\frac2\pi\sin(\beta+\pi\mu).$$

This equals $(-1)^l(2/\pi)\sin\pi(\nu+\mu)$. A single channel therefore has $\nu=n-\mu$. ∎

## Proof of the theorem

At $r_0$ the solution belonging to $\alpha$ is $|\alpha\rangle(f\cos\pi\mu_\alpha-g\sin\pi\mu_\alpha)$. By assumption 4, whose scale Lemma 2 estimates for $l=0$, $f$ and $g$ at $r_0$ may be replaced to leading order by $f_i$ and $g_i$, taken at each channel's own energy. By Lemma 3 a general solution outside is

$$\Psi=\sum_i|i\rangle\sum_\alpha U_{i\alpha}\left(f_i\cos\pi\mu_\alpha-g_i\sin\pi\mu_\alpha\right)B_\alpha. \tag{4}$$

Each component now obeys the Coulomb equation with its correct threshold. By Lemma 4 the growing part vanishes in channel $i$ if

$$\sum_\alpha U_{i\alpha}\sin\pi(\nu_i+\mu_\alpha)B_\alpha=0 .$$

A nonzero vector $B$ exists if and only if (1) holds. ∎

**Remark: reaction matrix.** Set $a=U\cos(\pi\mu)B$. If no cosine vanishes, $B=[\cos\pi\mu]^{-1}U^Ta$, and the coefficient of $-g$ in (4) is $Ka$ with

$$K=U\tan(\pi\mu)U^T .$$

The off-diagonal elements of $K$ that a $jj$ fit would treat as free are thus fixed by $U$ and the LS defects. They vanish when all the defects are equal, and otherwise depend on differences between the values of $\tan\pi\mu_\alpha$, not on differences between the defects alone.

**Remark: energy argument.** The mean ion energy in $\alpha$ is $\bar I_\alpha=\sum_iU_{i\alpha}^2I_i$. A constant added to the Hamiltonian only shifts the energy scale, so $\mu_\alpha$ is evaluated at $E-\bar I_\alpha$. This removes the diagonal first-order error. The part of $H_{so}$ that joins different $\alpha$ inside the core is still neglected, so the short-range matrix keeps an off-diagonal error of first order in $\Delta$. As $\Delta\to0$, a fixed level well separated from the others of the same $J$ feels this error only in second order. Where different $\alpha$ are strongly mixed, it can shift a level in first order.

## Finding every level

Write each sine as a difference of exponentials and set $c=Ue^{-i\pi\mu}B$. The bound condition becomes

$$Qc=c,\qquad Q=e^{2\pi i\nu}Ue^{2\pi i\mu}U^T .$$

Let $Q$ have eigenvalues $e^{i\theta_k}$. Its determinant shows that $\sum_k\theta_k/2\pi$ equals $\sum_i\nu_i+\sum_\alpha\mu_\alpha$ up to an integer. With $\{x\}$ the fractional part of $x$,

$$\mathcal N(E)=\sum_i\nu_i+\sum_\alpha\mu_\alpha-\sum_k\left\{\frac{\theta_k}{2\pi}\right\} \tag{5}$$

is an integer. Differentiating $Q$ and using a normalized eigenvector $c$,

$$\frac1{2\pi}\frac{d\theta}{dE}=\sum_i|c_i|^2\nu_i^3+\sum_\alpha|(U^Tc)_\alpha|^2\frac{d\mu_\alpha}{dE}.$$

If the defects vary slowly compared with $\nu^3$, every phase rises and $\mathcal N$ steps up by one at each level. Subtracting $l$ per channel starts the count at $n=l+1$ for the small positive defects used here. Nearly degenerate levels are then not missed, as they can be in a search for sign changes of (1).

## The two-channel case and its limits

For an $s$ electron and $J=1$ the channels are ${}^1P$ and ${}^3P$. Lemma 3 gives squared elements $\tfrac23$ and $\tfrac13$, and orthogonality makes the two products in the determinant add:

$$\begin{aligned}&\tfrac23\sin\pi(\nu_{3/2}+\mu_S)\sin\pi(\nu_{1/2}+\mu_T)\\
&+\tfrac13\sin\pi(\nu_{3/2}+\mu_T)\sin\pi(\nu_{1/2}+\mu_S)=0,\end{aligned} \tag{6}$$

where $S$ and $T$ denote singlet and triplet.

**LS limit.** If $\Delta\to0$ at fixed $\nu$, both $\nu_i$ coincide and (6) factors into $\sin\pi(\nu+\mu_S)\sin\pi(\nu+\mu_T)=0$. For small $\Delta$, the off-diagonal element of $H_{so}$ has size $(\sqrt2/3)(I_{1/2}-I_{3/2})=\sqrt2\Delta/3$. It competes with the term splitting $|\mu_T-\mu_S|/\nu^3$.

**jj limit.** As $E\to I_{3/2}$, $\nu_{3/2}$ diverges but $\nu_{1/2}$ tends to $(2\Delta)^{-1/2}$. Semiclassically, a closed-channel wave of unit amplitude has norm $(1/\pi)\int dr/k=d\nu/dE=\nu^3$. Write $\mathcal S=Ue^{2\pi i\mu}U^T$, with index 1 for $J_c=\tfrac32$ and 2 for $J_c=\tfrac12$. The second row of $Qc=c$ gives $|c_2/c_1|=|\mathcal S_{21}|/|e^{-2\pi i\nu_{1/2}}-\mathcal S_{22}|\le|\mathcal S_{21}|/(1-|\mathcal S_{22}|)$. The amplitude ratio is therefore bounded whenever the channels mix, and largest near a $J_c=\tfrac12$ resonance, so the $J_c=\tfrac12$ weight falls as $(\nu_{1/2}/\nu_{3/2})^3$. At finite $\nu$ channel mixing remains, strongest near levels of the other series.

## Numerical example

The model has $\Delta=0.005$ hartree ($1097\ \mathrm{cm}^{-1}$) and potentials $-1/r-A_{LS}e^{-r}/r$. The round strengths $A_{LS}$ are not fitted to any atom. Single-channel calculations without spin-orbit coupling give threshold defects $0.1388$ for $s\,{}^1P$ and $0.2674$ for $s\,{}^3P$; the six $d$ defects lie between $0.020$ and $0.098$. The reference diagonalizes the coupled radial Hamiltonian with $H_{so}$ acting at all radii. It tests the transformation, but shares the neglect of outer-electron spin-orbit coupling and $s$–$d$ mixing.

Take the predicted $s$, $J=1$ level at $E=-0.03624$. Then

$$\nu_{3/2}=[2(-0.00167+0.03624)]^{-1/2}=3.803,$$

and likewise $\nu_{1/2}=3.555$. The mean ion energies are $\bar I_S=0$ and $\bar I_T=\tfrac13(-\Delta/3)+\tfrac23(2\Delta/3)=\Delta/3$. The printed slopes then give $\mu_S\simeq0.1403$ and $\mu_T\simeq0.2701$. The two terms of (6) are $+0.062$ and $-0.062$, which cancel to this accuracy.

The lowest tested pair shows LS coupling. Its gap is $0.0229$ and the coupling is $\sqrt2\Delta/3=0.00236$, so a two-state estimate of the admixture is $(0.00236/0.0229)^2=0.011$; the reference gives $0.010$. Coupling and term splitting become equal at $\nu\simeq(0.1285/0.00236)^{1/3}=3.8$. The level just worked out already has weight $0.93$ on $J_c=\tfrac32$. For the five highest levels examined, the mean weight of the dominant $J_c$ is $0.94$: mainly $jj$ coupled, but not purely so.

Eight defects generate 16 series, and 117 levels were compared. The largest error in $\nu$, relative to the reference, is $0.0030$. The largest energy error is $12\ \mathrm{cm}^{-1}$ ($5.6\times10^{-5}$ hartree), about one per cent of $\Delta$. Dropping the off-diagonal mixing raises the error in $\nu$ to $0.058$; freezing the defects at their threshold values raises it to $0.035$. Recoupling and energy dependence both matter here.

The single-channel blocks of either $l$ are reproduced to better than $10^{-7}$ in $\nu$. In these blocks $H_{so}$ is a constant shift and the defects were fitted to the same levels, so this figure is the residual of the defect fit and not a test of the transformation. The coupled $d$ blocks ($J=1,2,3$) are less accurate than the coupled $s$ block ($J=1$), whose largest error in $\nu$ is $0.0002$. The $d$ defects have steeper and more diverse slopes, which may be the cause, but this was not isolated by a test.

## Where the approximation fails

As $\Delta$ falls from $0.020$ to $0.010$ and $0.005$, the largest defect mismatch falls from $0.0059$ to $0.0030$ and $0.0015$. This maximum is taken over a range that includes strongly mixed levels, and its near proportionality to $\Delta$ agrees with the first-order error expected for them. It does not mean that the error of every level is of first order. Here the mismatch is the distance of the nearest eigenphase of $Q$ from zero at a reference energy, divided by $2\pi$.

Doubling the potential range, with strengths reduced to keep the $s$ defects similar, raises the $s$, $J=1$ mismatch from $1.0\times10^{-4}$ to $1.8\times10^{-4}$. In this one comparison the larger interaction region gives the larger error, though the growth is weaker than the $r_0^{3/2}$ of (3), which estimates a phase change and not the final error.

In a real atom, the short-range part of $s$–$d$ mixing can be included by replacing the ${}^1P$ and ${}^3P$ defects with small reaction matrices in $l$ and then applying the same $U$ for each $l$. This adds one mixing parameter per term. For $l>0$, spin-orbit coupling of the outer electron near the nucleus breaks assumption 1 directly; at fixed $l=0$ it vanishes. If it matters at the required accuracy, the short-range matrix for the $d$ channels needs corrections that depend on $J$ and, for $J=1,2,3$, also mix different $L$ and $S$. The eight defects then no longer suffice. The ion's quadrupole interaction, falling only as $r^{-3}$, is absent from both the model and its reference; it acts on $d$ electrons, couples $s$ to $d$, and is not confined inside $r_0$. The errors quoted above belong to this model, with its small splitting and $d$ defects below $0.1$. They should not be assumed for real atoms, where the splitting of heavier ions is larger and the $d$ defects can be larger and steeper in energy.

The full level table and error measures are in the numerical output below.

## Values computed for the example and the checks

```
ion splitting Delta = 0.005 hartree = 1097.4 cm^-1
A_LS, defect at threshold, slope dmu/dE (1/hartree), range exp(-r):
  s 1P: A=0.4 mu=0.13882 slope=-0.0414
  s 3P: A=0.8 mu=0.26736 slope=-0.0716
  d 1P: A=1.0 mu=0.02026 slope=0.1051
  d 3P: A=3.0 mu=0.07730 slope=0.3983
  d 1D: A=2.0 mu=0.04516 slope=0.2340
  d 3D: A=2.5 mu=0.06009 slope=0.3107
  d 1F: A=1.5 mu=0.03201 slope=0.1660
  d 3F: A=3.5 mu=0.09755 slope=0.4994
phase change inside r0=4 bohr: integral 0.01880, estimate 0.01886 rad
series: channels, levels, max error in nu, max error in cm^-1
  s J=0: 1 9 3.78e-08 0.000
  s J=1: 2 15 2.24e-04 1.269
  s J=2: 1 9 3.78e-08 0.000
  d J=0: 1 8 1.16e-08 0.000
  d J=1: 3 21 2.26e-03 8.692
  d J=2: 4 26 2.60e-03 10.804
  d J=3: 3 21 3.01e-03 12.220
  d J=4: 1 8 1.35e-08 0.000
8 defects, 16 series, 117 levels compared
max error in nu, frame transformation: 3.01e-03
max error in nu, channel mixing dropped: 5.83e-02
max error in nu, constant defects: 3.46e-02
s J=1: weight of Jc=3/2 in 1P = 0.666667
s J=1 levels: E coupled, E predicted (hartree), nu(3/2), nu(1/2), weight 1P, weight Jc=3/2
  -0.1680641 -0.1680699 1.7334 1.7080 0.0102 0.4292
  -0.1451937 -0.1451882 1.8665 1.8348 0.9898 0.5720
  -0.0665308 -0.0665345 2.7763 2.6751 0.1559 0.7186
  -0.0602117 -0.0602080 2.9225 2.8052 0.8440 0.2844
  -0.0362400 -0.0362419 3.8028 3.5545 0.4242 0.9287
  -0.0316085 -0.0316067 4.0866 3.7829 0.5756 0.0779
  -0.0232261 -0.0232269 4.8157 4.3388 0.5545 0.9723
  -0.0186522 -0.0186514 5.4257 4.7690 0.4468 0.0579
  -0.0163796 -0.0163800 5.8295 5.0362 0.6065 0.9576
  -0.0124921 -0.0124925 6.7960 5.6209 0.5989 0.9105
  -0.0116132 -0.0116127 7.0902 5.7839 0.4274 0.1077
  -0.0098360 -0.0098362 7.8232 6.1617 0.6379 0.9799
  -0.0081250 -0.0081251 8.7987 6.6057 0.6293 0.9420
  -0.0075513 -0.0075511 9.2180 6.7777 0.3994 0.0936
  -0.0068391 -0.0068392 9.8318 7.0109 0.6479 0.9717
mean purity, lowest 2: LS 0.9898, jj 0.5714
mean purity, highest 5: LS 0.6177, jj 0.9384
Delta=0.020 hartree: max defect mismatch 5.857e-03
Delta=0.010 hartree: max defect mismatch 2.980e-03
Delta=0.005 hartree: max defect mismatch 1.469e-03
s J=1 mismatch: range 1 bohr 1.008e-04, range 2 bohr (A times 0.6) 1.816e-04
range 2 bohr defects: 1P 0.1249, 3P 0.2427
```
